# Time-gating SAW-filter S21: separating transits and sizing the passband-edge error

## What scaling and symmetry already fix

A time gate keeps the part of a signal that arrives within a half-width \(a\) of a chosen delay. Apply it to a filter with a sharp band edge: unit transmission on one side of a frequency, zero on the other. Let \(\delta\) be the distance from the edge, positive outside the band. If the band is wide and the gate rectangular, \(\delta\) and \(a\) are the only dimensional quantities. The gated transmission is dimensionless, so it can depend only on the product \(a\delta\).

Symmetry fixes more. A step minus one half is odd about the edge. A gate symmetric about the signal delay smooths evenly in frequency, and even smoothing keeps an odd function odd. Hence

\[
\hat H(\delta)=\tfrac12-\Phi(a\delta),\qquad \Phi(-x)=-\Phi(x).
\]

The gated response is one half at the edge, and the disturbed region has a width proportional to \(1/a\). Only the function \(\Phi\) remains to be calculated. A real filter edge already has a finite width, which makes the error much smaller once the gate is long enough to resolve that width.

## Four frequencies by hand

Take three echoes: feedthrough of amplitude 2 at delay 0, a main signal of amplitude 10 at delay 1, and a triple transit of amplitude 1 at delay 3. With time dependence \(e^{+i2\pi ft}\), a delay \(j\) multiplies the response by \(e^{-i2\pi kj/4}=(-i)^{kj}\) at the four frequencies \(k=0,1,2,3\). Since \((-i)^3=i\),

\[
S_k=2+10(-i)^k+i^k ,
\]

\[
S_0=13,\quad S_1=2-9i,\quad S_2=-9,\quad S_3=2+9i .
\]

The inverse transform at delay 1 multiplies these by \(i^k\) and averages:

\[
s_1=\tfrac14\left[13+i(2-9i)+9-i(2+9i)\right]
=\tfrac14[13+9+9+9]=10 .
\]

The terms \(\pm2i\) cancel. The same sum at the other delays gives \(s_0=2\), \(s_2=0\), \(s_3=1\). Keeping \(s_1\) alone and transforming forward returns \(10(-i)^k\), the main signal without its companions.

Now keep only every second frequency, \(S_0=13\) and \(S_2=-9\). Two delays can be resolved:

\[
s_0=\tfrac12(13-9)=2,\qquad s_1=\tfrac12(13+9)=11 .
\]

The triple transit has folded onto the main signal, \(10+1=11\), and no gate can part them.

A filter's main signal is itself spread in time. Let it have three taps \(\tfrac14,\tfrac12,\tfrac14\), one time step apart. Apart from the common delay its response is \(\tfrac12+\tfrac12\cos\theta\), where \(\theta\) is the phase per step. A gate that passes the centre tap and multiplies the outer ones by \(g\) gives

\[
\tfrac12+\tfrac12 g\cos\theta .
\]

At the half-amplitude point \(\theta=\pi/2\) the value is unchanged, but the slope falls from \(-\tfrac12\) to \(-g/2\). The gate has acted as a shorter transducer, with a less steep edge.

## What the echoes are in a SAW filter

The model has two transducers between equal source and load conductances \(G_L\), with absorbers behind them. Each transducer is symmetric, carries one acoustic mode across its full aperture and does not reflect when short-circuited. A capacitor \(C_f\) joins the two live terminals.

Let a wave of amplitude \(a\) carry power \(|a|^2/2\), and refer waves to the transducer centre. Incident waves \(a_1,a_2\) and a voltage \(V\) give

\[
b_1=a_2+pV,\quad b_2=a_1+pV,\quad I=YV+c(a_1+a_2).
\]

Incoming electrical and acoustic power must equal outgoing acoustic power. After removing the common factor \(\tfrac12\) and the terms \(|a_1|^2+|a_2|^2\),

\[
|V|^2\,\mathrm{Re}\,Y+\mathrm{Re}[c^*V(a_1+a_2)^*]
=2|p|^2|V|^2+2\,\mathrm{Re}[pV(a_1+a_2)^*].
\]

This holds for every \(V\) and \(a_1+a_2\), so \(\mathrm{Re}\,Y=2|p|^2\) and \(c=2p^*\). The current that transducer 1 drives in transducer 2 involves \(c_2p_1=2p_2^*p_1\). Reciprocity requires this to equal \(c_1p_2=2p_1^*p_2\), so the two phases agree up to a sign. Their common phase drops out and may be chosen:

\[
p=iF\sqrt{G/2},\qquad c=-2p .
\]

Here \(F(f)\) is the real sum over taps, normalised to one at the centre frequency \(f_0\), and \(G\) is the conductance there. Taps of alternating sign are spaced by \(\Delta=1/(2f_0)\). If \(R_m\) is their autocorrelation, then \(F^2=R_0+2\sum_{m>0}R_m\cos(2\pi fm\Delta)\). Current cannot precede voltage, so \(Y\) contains only an immediate term and delayed ones:

\[
Y=G\Big[R_0+2\sum_{m>0}R_me^{-i2\pi fm\Delta}\Big]+i2\pi fC ,
\]

whose real part is \(GF^2=2|p|^2\), as required.

Let \(\tau\) be the centre-to-centre delay, \(E=e^{-i2\pi f\tau}\) and \(y_c=i2\pi fC_f\). The wave reaching transducer 1 is \(p_2V_2E\), and the wave reaching transducer 2 is \(p_1V_1E\). With source voltage \(V_S\), current balance at the two terminals reads

\[
G_L(V_S-V_1)=Y_1V_1-2p_1p_2EV_2+y_c(V_1-V_2),
\]
\[
-G_LV_2=Y_2V_2-2p_1p_2EV_1+y_c(V_2-V_1).
\]

Define \(\kappa=2p_1p_2=-F_1F_2\sqrt{G_1G_2}\), \(q=y_c+\kappa E\), \(D_i=G_L+Y_i+y_c\) and \(P=D_1D_2\). The equations become \(D_1V_1-qV_2=G_LV_S\) and \(D_2V_2=qV_1\). Substituting \(V_1=D_2V_2/q\) into the first gives \(V_2=G_LV_Sq/(P-q^2)\). Between equal terminations \(S_{21}=2V_2/V_S\), so

\[
S_{21}=\frac{2G_Lq}{P-q^2}=2G_L\left(\frac{q}{P}+\frac{q^3}{P^2}+\cdots\right),\qquad |q^2|<|P| .
\]

Each factor \(E\) is one crossing of the substrate. Expanding \(q^3\) and keeping the lowest power of the small \(y_c\) in each order gives

\[
\begin{aligned}
\text{feedthrough: }&2G_Ly_c/P, &\quad \text{main: }&M=2G_L\kappa E/P,\\
\text{cross term: }&6G_Ly_c\kappa^2E^2/P^2, &\quad \text{triple: }&T=2G_L\kappa^3E^3/P^2 .
\end{aligned}
\]

The cross term combines two crossings with one passage through the stray capacitor. A description by three echoes leaves it out.

The triple transit is tied to the insertion loss. From \(M\), \(|\kappa|=|M||P|/(2G_L)\), and therefore

\[
\left|\frac TM\right|=\frac{|\kappa|^2}{|P|}=\frac{|M|^2|P|}{4G_L^2}.
\]

In decibels, the suppression is twice the insertion loss plus 12.04 dB, minus \(20\log_{10}(|P|/G_L^2)\). The last term vanishes when the transducers load the circuit weakly.

## When the echoes are separate

From here on \(T\) denotes a duration, no longer the triple transit. Let the taps of the main response span a duration \(T\), centred on \(\tau\). The factor \(\kappa^n\) spans \(nT\), centred on \(n\tau\). The circuit factors \(1/D_i\) are causal: they can reshape a response and even move its peak slightly earlier, but they cannot make it start earlier. Order \(n\) therefore cannot begin before \(n(\tau-T/2)\).

Without the circuit's delayed tails, the main response ends at \(\tau+T/2\). The triple transit begins later if

\[
3\left(\tau-\tfrac T2\right)>\tau+\tfrac T2
\quad\Longrightarrow\quad \tau>T .
\]

For the cross term, \(2\tau-T>\tau+T/2\) demands \(\tau>3T/2\). Feedthrough, taken as a pulse at time zero, needs only \(\tau>T/2\).

Sampling adds its own condition. With frequency step \(\Delta f\), \(e^{-i2\pi ft}\) at the sampled points changes only by a common phase when \(t\) grows by \(1/\Delta f\). The time record repeats with that period. An echo that arrives later than one period folds back to an earlier delay, and it spoils the result if it lands inside the gate. A period long enough to hold every significant echo avoids this.

## The gate in general

Let \(S_k\) be the \(N\) measured values and \(W_k\) a window that decreases towards the ends of the sweep. Add zeros up to length \(L\) and form

\[
s_j=\frac1L\sum_kW_kS_ke^{i2\pi jk/L},\qquad t_j=\frac{j}{L\,\Delta f}.
\]

The zeros refine the time grid and keep the two sweep ends apart in the later convolution. Locate the main peak, multiply by a gate \(g_j\) centred there, transform forward and divide by the window:

\[
\hat S_k=\frac1{W_k}\sum_jg_js_je^{-i2\pi jk/L}
=\frac1{W_k}\sum_mG_{k-m}W_mS_m,
\]
\[
G_n=\frac1L\sum_jg_je^{-i2\pi jn/L}.
\]

The second form follows by inserting \(s_j\) and summing over \(j\) first. Gating is thus a linear operation \(\mathcal G\) that averages neighbouring frequencies, and its error splits as

\[
\hat S-M=\underbrace{(\mathcal GM-M)}_{\text{cut}}+\underbrace{\mathcal G(S-M)}_{\text{leakage}} .
\]

On synthetic data, where \(M\) is known, both parts can be evaluated. On measured data \(M\) is unknown, so neither part can be evaluated directly.

The ends of the sweep need care. For a flat response at the gate's centre delay, strip off the delay phase. The kernel is then symmetric, and its full sum is the gate's central value, one. At the first point only half the neighbours exist, so without a window the result is \((1+G_0)/2\), provided the kernel is much narrower than the sweep. A gate with \(a=1.5\) µs in a period of 20 µs has mean value \(G_0=0.15\), hence 0.575, the value the numerical transform also gives. Applying a window and dividing by it afterwards does not cure this: with the Kaiser window used below, the end value is still only about 0.59. The passband must therefore lie several kernel widths inside the sweep; how many depends on the accuracy wanted.

White noise is reduced as well. If \(W\) varies little over the kernel, the noise power is multiplied by \(\sum_n|G_n|^2\), which by Parseval's relation is the mean of \(g^2\). For a gate with sine-squared flanks of length \(r\), each flank contributes \(3r/8\) and the flat part \(2a-r\), so the mean is \((2a-r/4)\Delta f\). With \(a=1.5\) µs, \(r=0.3\) µs and \(\Delta f=0.05\) MHz the amplitude factor is \(\sqrt{0.146}=0.382\); simulated noise gives 0.383.

## The edge error

For a rectangular gate and continuous frequency the kernel is

\[
\int_{-a}^{a}e^{-i2\pi xt}\,dt=\frac{\sin(2\pi ax)}{\pi x}.
\]

Apply it to an ideal band of width \(B\), with \(\nu=f-f_0\). Integrating over the band and using \(\mathrm{Si}(z)=\int_0^z(\sin u/u)\,du\),

\[
\hat H(\nu)=\int_{\nu-B/2}^{\nu+B/2}\frac{\sin(2\pi ax)}{\pi x}\,dx
=\frac{\mathrm{Si}[2\pi a(\tfrac B2+\nu)]+\mathrm{Si}[2\pi a(\tfrac B2-\nu)]}{\pi}.
\]

Near the upper edge \(\nu=B/2+\delta\). If \(aB\gg1\), the first term tends to \(\tfrac12\), and since \(\mathrm{Si}\) is odd,

\[
\hat H=\tfrac12-\frac{\mathrm{Si}(2\pi a\delta)}{\pi}.
\]

This is the function \(\Phi\) left open at the start. The first extremum lies where \(2\pi a|\delta|=\pi\), at \(|\delta|=1/(2a)\), or 1 MHz for \(a=0.5\) µs. Farther out, \(\mathrm{Si}(z)\approx\pi/2-\cos z/z\) leaves a ripple \(\cos(2\pi a\delta)/(2\pi^2a\delta)\), which falls only as \(1/(a\delta)\). The sampled transform of a flat band about 10 MHz wide, with \(a=0.5\) µs, agrees with the two-term formula within 0.0002 of the passband level.

A real transducer has finitely many taps. Take an envelope \(w(t)\sin(\pi Bt)/(\pi t)\), with \(w\) a slow taper that ends at \(t_m\). Removing everything beyond \(a\) removes from the response

\[
\begin{aligned}
&2\int_a^{t_m}w\,\frac{\sin(\pi Bt)}{\pi t}\cos(2\pi\nu t)\,dt\\
&=\int_a^{t_m}\frac{w}{\pi t}\Big[\sin 2\pi(\tfrac B2+\nu)t+\sin2\pi(\tfrac B2-\nu)t\Big]dt .
\end{aligned}
\]

In mid-band both sines oscillate quickly, and the integral of each largely averages out. Close to an edge one of them becomes slow and the removed taps add up. At the edge itself that sine is zero, so the largest error lies beside it. This is why a short gate does its damage near the edges. It also shows why the damage is limited: the taper has already reduced the taps that are cut.

## A 100 MHz filter

The synthetic filter has \(f_0=100\) MHz, a 10 MHz design band and \(\tau=2\) µs. One transducer has 11 equal taps; the other has 301 taps following a sinc function with a Hamming taper. The circuit values are \(G_L=20\) mS, \(G_1=G_2=3\) mS, 15 pF per transducer and \(C_f=0.1\) pF. The two-terminal equations are solved at 1601 frequencies from 60 to 140 MHz. Rotating the phase of \(E\) in the full solution and averaging extracts each order independently of the gate, and this supplies the true \(M\).

At \(f_0\) the main transit is at −14.25 dB, feedthrough at −47.8 dB, the triple transit at −51.0 dB and the cross term at −75.0 dB. The suppression rule gives

\[
2(14.25)+12.04-3.79=36.75\ \text{dB},
\]

equal to the difference between the main and triple levels.

The tap duration is \(T=1.55\) µs. The main response spans 1.225 to 2.775 µs, apart from its circuit tail, and the triple transit cannot begin before 3.675 µs. The cross term may begin at 2.45 µs. Because \(\tau\) is less than \(3T/2=2.325\) µs, this is before the main response ends, so the two overlap, but the cross term is weak.

The gate has flanks of 0.3 µs and is centred on the highest sample of the time record, at 1.995 µs; a finer time grid puts the peak about 0.001 µs later, which does not change the tabulated edge errors. Below, the edge error is the largest complex error within 1 MHz of either true 3 dB edge, and the mid-band error is the largest within 2 MHz of \(f_0\). Both are relative to the main transit at \(f_0\).

| \(a\) (µs) | edge error (%) | mid-band error (%) |
|---|---|---|
| 0.3 | 11.0 | 0.74 |
| 0.5 | 3.0 | 0.38 |
| 0.9 | 0.11 | 0.016 |
| 1.5 | 0.023 | 0.003 |
| 2.2 | 2.7 | 2.3 |

At \(a=0.5\) µs practically all the error is cut error. The true response at a 3 dB edge is 0.708 of its central value, so a 3.03 % error is \(3.03/0.708=4.3\) % of the local signal. If it occurred at the edge with opposite phase, the level would fall by 0.38 dB. The actual changes at the lower and upper edges are −0.24 and −0.33 dB. The 3 dB points move inwards by 37 and 40 kHz, so the measured band is too narrow by 77 kHz out of 9.36 MHz.

At \(a=2.2\) µs the error has another origin. The fully open part reaches 2.05 µs from the centre and so includes time zero. Feedthrough enters, and the error is no longer confined to the edges. With no gate at all the edge error is 3.5 %.

Between these extremes lies a minimum. In a scan from 0.3 to 2.4 µs in steps of 0.1 µs it falls at \(a=1.3\) µs, with an edge error of 0.015 %. At 1.5 µs leakage exceeds cut error although the gate closes at 3.64 µs, before the triple transit can start. What leaks is mainly the delayed tail of the feedthrough: gated separately, the feedthrough contributes 0.020 % and the cross term 0.003 %.

The Kaiser window (\(\beta=6\)) lowers the floor that a flat response leaves between 1 and 3 µs from −48 to −79 dB relative to its peak. That can help to reveal very weak echoes, but in this filter the feedthrough and the triple transit stand out clearly without it. It hardly changes the gated passband: at the best gate the edge error is 0.015 % with or without it. The averaging kernel is narrow, and the passband lies about 35 MHz from the sweep ends.

The other echoes are recovered in the same way. A gate with \(a=0.9\) µs at time zero returns the feedthrough, and one with \(a=1.4\) µs at three times the main delay returns the triple transit. Within 3 MHz of \(f_0\) their largest errors are 0.02 % and 0.04 % of the respective echo.

## Where separation fails

Shorten the delay to 0.85 µs with the transducers unchanged. Now \(\tau<T\), and the triple transit can begin before the main response ends. With the flanks, scan and edge zones held fixed, the best gate has \(a=0.7\) µs and leaves an edge error of 0.57 %, about 38 times the earlier minimum. The main response differs from the earlier one only by its delay, and there a gate of this width had a cut error of 0.59 %, so most of the error is removed signal, with a smaller part, about 0.14 %, from feedthrough leaking in. The overlap with the triple transit matters little here: only its weak leading edge lies in the gate, adding about 0.002 %, and with \(C_f=0\) the best gate would leave only about 0.03 %. The gate cannot simply be widened, because its flank already reaches time zero: at \(a=0.8\) µs it would admit part of the feedthrough. The nearby feedthrough thus forces the gate to cut into the signal.

Alternatively, keep the 2 µs delay but use every fifth frequency. The step of 0.25 MHz gives a period of 4 µs, and the triple transit at 6 µs appears at 2 µs, as in the four-point example. With \(a=1.5\) µs, the median ratio of the gated error to the true triple transit within 2 MHz of \(f_0\) is 1.01. The gate has removed essentially none of it.

## Beside a real device

The example lies in the regime of 128° YX lithium niobate, with a rough velocity of 3980 m/s, a wavelength near 40 µm and an 8 mm path. The circuit values are chosen, not derived from a layout: with the 2 mm aperture assumed below, the 11-tap transducer would have roughly 5 pF and 1 to 1.5 mS instead of 15 pF and 3 mS. Feedthrough in practice depends strongly on package and layout. A rough temperature coefficient of 75 ppm/K moves an edge by 7.5 kHz per kelvin, so the 40 kHz shift of one edge at \(a=0.5\) µs is as large as the effect of about 5 K, while the shifts of about 1 kHz at 0.9 µs are below the effect of 1 K. This compares single edges only: temperature moves both edges the same way and changes the bandwidth by just 0.7 kHz per kelvin, whereas the short gate moves them towards each other. Rough propagation loss is 0.06 dB on the main path. For an assumed 2 mm aperture the near field extends about 100 mm, in an isotropic estimate, against a triple path of 24 mm, so diffraction should be modest. Including a transduction factor \(f/f_0\) tilts the band by 0.8 dB and changes the cut error at 0.5 µs from 3.0 to 3.2 %.

The assumption of a single mode matters more. Bulk waves at roughly 4100 to 7000 m/s would cover the centre-to-centre path in 1.9 to 1.1 µs, inside the main gate. The finger period strongly suppresses the fast ones in the passband: a wave running along the surface at 7000 m/s is in step with the fingers only near 176 MHz. At 4100 m/s this happens near 103 MHz, inside the passband, so the slow bulk waves are the concern. An assumed echo of 1 % of the main signal, at any delay in this range, passes the best gate unreduced, and its 1 % error is nearly seventy times the gate's own. Reflections inside the transducers likewise return at delays that need not fall outside the gate. The sinc weighting is idealised too. It is often made by varying the finger overlap, and the conductance then no longer follows \(GF^2\). An estimate that divides the aperture into independent strips raises the edge error at \(a=1.3\) µs from 0.015 % to between 0.3 and 0.4 %, depending on whether the conductance or the transfer at \(f_0\) is held fixed. The 0.015 % figure is therefore the error of the gating operation in this model, not the accuracy of a measured filter response. The numerical output lists the remaining gate widths and edge shifts.

## Values computed for the example and the checks

```
sweep 60 to 140 MHz, step 0.05 MHz, 1601 points
time period 20.0 us, padded length 8192, Kaiser beta 6.0
design band 10.0 MHz, delay 2.0 us, gate roll 0.3 us
GL 20.0 mS, G1 3.0 mS, G2 3.0 mS, C1 15.0 pF, C2 15.0 pF, Cf 0.1 pF
taps 11 and 301, spacing 5.0 ns
main tap duration T 1.550 us
earliest main 1.225 us, triple 3.675 us
earliest cross term 2.450 us
latest unloaded main 2.775 us
power balance defect 1.6e-15
levels at f0: feedthrough -47.83 dB, main -14.25 dB
levels at f0: cross -75.04 dB, triple -51.00 dB
triple suppression 36.75 dB, 2*loss+12.04 = 40.54 dB
circuit correction 3.79 dB
flat-response floor 1-3 us: no window -48.0 dB, Kaiser -78.6 dB
sweep-end value, no window 0.5750, formula 0.5750
brick-wall law: largest difference 0.0002
tap picture: mismatch 2.5 % of largest cut error
main echo found at 1.9946 us
true 3 dB edges 95.4008 and 104.7640 MHz
errors in % of main at f0; edge zone = within 1 MHz of an edge
half us | cut % | leak % | total % | midband % (within 2 MHz of f0)
0.3 | 11.028 | 0.000 | 11.028 | 0.737
0.5 | 3.029 | 0.000 | 3.030 | 0.383
0.7 | 0.592 | 0.000 | 0.592 | 0.139
0.9 | 0.110 | 0.000 | 0.109 | 0.016
1.2 | 0.016 | 0.004 | 0.019 | 0.003
1.5 | 0.002 | 0.022 | 0.023 | 0.003
2.2 | 0.000 | 2.707 | 2.707 | 2.264
half us | dB error at low, high edge | shift low, high kHz
0.3 | -0.9973, -1.0109 | 182.07, -158.10
0.5 | -0.2396, -0.3290 | 36.84, -40.18
0.7 | -0.0165, -0.0699 | 2.52, -8.13
0.9 | 0.0053, -0.0110 | -0.83, -1.30
1.2 | 0.0009, -0.0015 | -0.15, -0.17
1.5 | 0.0009, -0.0027 | -0.15, -0.32
2.2 | -0.2320, -0.0458 | 29.90, -3.42
ungated edge-zone error 3.536 %
best half-width 1.3 us, edge-zone error 0.0148 %
same gate without window: edge-zone error 0.0147 %
smearing width 1/(2a) for a = 0.5 us: 1.00 MHz
short path 0.85 us: best half 0.7 us, error 0.568 %
step 0.25 MHz, period 4.0 us: error/triple 1.010
recovery error within 3 MHz: feed 0.02 %, triple 0.04 %
noise factor, half 1.5 us: 0.3832, formula 0.3824
rough velocity 3980 m/s: path 7.96 mm, wavelength 39.8 um
edge drift at rough 75 ppm/K: 7.5 kHz/K
rough loss 0.03 dB/us: main 0.06 dB, triple 0.18 dB
aperture 2.0 mm: near field 101 mm, triple path 23.9 mm
factor f/f0: tilt 0.81 dB edge to edge
cut error at half 0.5 us with factor 3.182 %, without 3.029 %
bulk arrivals, rough 7000 to 4100 m/s: 1.14 to 1.94 us
assumed 1 % bulk echo at 1.14 us: 1.000 % left by best gate
```
